\section*{Elliott's formula and the join of exciton lines and continuum}

\section{Definitions and conventions}

Light of angular frequency $\omega$ is absorbed by a semiconductor with a direct gap $E_g$. The valence band is full and the conduction band is empty. Near the gap both bands are isotropic and parabolic, with electron mass $m_e$ and hole mass $m_h$, both positive. The reduced mass is $\mu=m_em_h/(m_e+m_h)$, and $m_0$ is the free-electron mass. SI units are used and $e>0$.

The attraction between electron and hole is screened by a static dielectric constant $\epsilon_r$. It defines a length and an energy,
\begin{equation}
a=\frac{4\pi\epsilon_0\epsilon_r\hbar^2}{\mu e^2},\qquad
R=\frac{\hbar^2}{2\mu a^2},\qquad
\frac{e^2}{4\pi\epsilon_0\epsilon_r a}=\frac{\hbar^2}{\mu a^2}=2R .
\label{units}
\end{equation}
Energies relative to the gap and distances are measured in these units:
\begin{equation}
\varepsilon=\frac{\hbar\omega-E_g}{R},\qquad \rho=\frac ra,\qquad
k=\sqrt{\varepsilon},\quad x=\frac1k\quad(\varepsilon>0).
\end{equation}
The component of the interband momentum matrix element along the light polarization is $p$. It is the same for both spins and is taken as independent of wave vector and nonzero (an allowed transition). The background refractive index is $n_b$. Electron--hole exchange, the photon momentum and the back-action of the polarization on the light wave are neglected.

The result to be derived is
\begin{align}
\alpha(\omega)&=\frac{2\pi e^2|p|^2}{n_bc\epsilon_0m_0^2\omega}\,
\frac{D(\varepsilon)}{4\pi a^3R},\label{alpha}\\
D(\varepsilon)&=\sum_{n=1}^\infty\frac4{n^3}\,
\delta\!\left(\varepsilon+\frac1{n^2}\right)
+\theta(\varepsilon)\frac{\sqrt\varepsilon}{\pi}\,S(x),\quad
S=\frac{\pi x\,e^{\pi x}}{\sinh\pi x}.\label{D}
\end{align}
The continuum part taken alone has a finite step at the gap, from $0$ to $2$. The bound lines, averaged over their spacing, approach the same height. The smoothed total therefore has a finite value at the gap, but no step there.

\section{Absorption coefficient from the golden rule}

Let the vector potential along the polarization be $A_0\cos\omega t$. For electrons of charge $-e$ the coupling linear in the field is $(e/m_0)A_0\cos(\omega t)\,P$, where $P$ is the total momentum component. The part proportional to $e^{-i\omega t}$, which causes absorption, has amplitude $eA_0/2m_0$. The transition rate from the ground state $|0\rangle$ is
\begin{equation}
W=\frac{2\pi}{\hbar}\frac{e^2A_0^2}{4m_0^2}
\sum_f|\langle f|P|0\rangle|^2\,\delta(E_f-\hbar\omega),
\end{equation}
with $E_f$ measured from the ground state. The electric amplitude is $\omega A_0$, so the mean intensity is $I=\tfrac12n_bc\epsilon_0\omega^2A_0^2$. The absorption coefficient is the absorbed power per volume divided by the intensity:
\begin{equation}
\alpha=\frac{\hbar\omega W}{VI}
=\frac{\pi e^2}{n_bc\epsilon_0m_0^2\omega V}
\sum_f|\langle f|P|0\rangle|^2\,\delta(E_f-\hbar\omega).
\label{golden}
\end{equation}
The field amplitude has cancelled, as it must in linear response.

\section{Pair states and their optical strength}

Let $c^\dagger_{\mathbf k\sigma}$ create a conduction electron and $v_{\mathbf k\sigma}$ remove a valence electron. Light transfers an electron at fixed $\mathbf k$ and spin, so
\begin{equation}
P|0\rangle=p\sum_{\mathbf k\sigma}|\mathbf k\sigma\rangle,\qquad
|\mathbf k\sigma\rangle=c^\dagger_{\mathbf k\sigma}v_{\mathbf k\sigma}|0\rangle .
\end{equation}
Without interaction the energy of $|\mathbf k\sigma\rangle$ is $E_g+\hbar^2k^2/2\mu$ (here $k$ is still a dimensional wave number).

The interaction among the valence electrons is taken as included in the band energies. Let $U_{\mathbf q}=e^2/(\epsilon_0\epsilon_rq^2)$ be the Fourier transform of the screened Coulomb potential, so that $V^{-1}\sum_{\mathbf q}U_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}=e^2/(4\pi\epsilon_0\epsilon_rr)$ for large $V$. The repulsion between conduction and valence electrons is
\begin{equation}
\frac1V\sum_{\mathbf q\mathbf k\mathbf k'\sigma\sigma'}U_{\mathbf q}\,
c^\dagger_{\mathbf k+\mathbf q,\sigma}c_{\mathbf k\sigma}\,
v^\dagger_{\mathbf k'-\mathbf q,\sigma'}v_{\mathbf k'\sigma'} .
\end{equation}
Its $\mathbf q=0$ term is the same for all pair states and is absorbed in $E_g$. For $\mathbf q\neq0$ the valence factor must refill the empty state $\mathbf k$, which requires $\mathbf k'=\mathbf k+\mathbf q$ and $\sigma'=\sigma$. Suppressing the spin label,
\begin{equation}
v^\dagger_{\mathbf k}v_{\mathbf k+\mathbf q}v_{\mathbf k}|0\rangle
=-v^\dagger_{\mathbf k}v_{\mathbf k}v_{\mathbf k+\mathbf q}|0\rangle
=-v_{\mathbf k+\mathbf q}|0\rangle .
\end{equation}
The minus sign turns repulsion between electrons into attraction between an electron and a hole.

An eigenstate is $|\lambda\sigma\rangle=\sum_{\mathbf k}\tilde\phi_\lambda(\mathbf k)|\mathbf k\sigma\rangle$ with $\sum_{\mathbf k}|\tilde\phi_\lambda|^2=1$, where
\begin{equation}
\Big(E_g+\frac{\hbar^2k^2}{2\mu}\Big)\tilde\phi_\lambda(\mathbf k)
-\frac1V\sum_{\mathbf k'}U_{\mathbf k-\mathbf k'}\tilde\phi_\lambda(\mathbf k')
=E_\lambda\tilde\phi_\lambda(\mathbf k).
\end{equation}
Define the envelope $\phi_\lambda(\mathbf r)=V^{-1/2}\sum_{\mathbf k}\tilde\phi_\lambda(\mathbf k)e^{i\mathbf k\cdot\mathbf r}$, which is normalized in $V$. The convolution becomes a product, and
\begin{equation}
\Big(-\frac{\hbar^2}{2\mu}\nabla^2-\frac{e^2}{4\pi\epsilon_0\epsilon_rr}\Big)\phi_\lambda
=(E_\lambda-E_g)\phi_\lambda .
\label{wannier}
\end{equation}
The optical matrix element is
\begin{equation}
\langle\lambda\sigma|P|0\rangle=p\sum_{\mathbf k}\tilde\phi^*_\lambda(\mathbf k)
=p\sqrt V\,\phi_\lambda^*(0).
\end{equation}
Light creates electron and hole at the same place, so it probes the envelope at zero separation. Two spins give the strength $2V|p|^2|\phi_\lambda(0)|^2$, and (\ref{golden}) becomes
\begin{equation}
\alpha=\frac{2\pi e^2|p|^2}{n_bc\epsilon_0m_0^2\omega}
\sum_\lambda|\phi_\lambda(0)|^2\,\delta(E_\lambda-\hbar\omega).
\label{contact}
\end{equation}
Parabolic bands and constant $p$ are justified if $\tilde\phi_\lambda$ is confined to small wave vectors. For the lowest exciton this requires $a$ to be much larger than the lattice constant.

\section{Reduction to a radial problem}

An envelope with angular momentum $l$ vanishes as $r^l$ at the origin, so (\ref{contact}) contains $s$ states alone. Write
\begin{equation}
\phi(\mathbf r)=\frac{u(\rho)}{\sqrt{4\pi}\,a^{3/2}\rho},\qquad
\int u^2\,d\rho=1,\qquad |\phi(0)|^2=\frac{u'(0)^2}{4\pi a^3}.
\end{equation}
The last relation follows from $u\to u'(0)\rho$. For an $s$ state $\nabla^2\phi=r^{-1}(r\phi)''$. Dividing (\ref{wannier}) by $R$ and using (\ref{units}) gives
\begin{equation}
-u''-\frac2\rho u=\varepsilon u,\qquad u(0)=0 .
\label{radial}
\end{equation}
With $D(\varepsilon)=\sum_\lambda u_\lambda'(0)^2\delta(\varepsilon-\varepsilon_\lambda)$, the sum in (\ref{contact}) is $D/(4\pi a^3R)$; the factor $1/R$ comes from changing the argument of the delta function. This is (\ref{alpha}). It remains to find $D$.

\section{Bound lines}

It pays to keep a centrifugal term with a continuous parameter $l\ge0$ and to set $l=0$ at the end:
\begin{equation}
Hu\equiv-u''+\Big[\frac{l(l+1)}{\rho^2}-\frac2\rho\Big]u=\varepsilon u,
\qquad \varepsilon=-\kappa^2 .
\label{Hl}
\end{equation}
Put $u=e^{-\kappa\rho}w$. Since $u''=e^{-\kappa\rho}(w''-2\kappa w'+\kappa^2w)$,
\begin{equation}
w''-2\kappa w'+\frac2\rho w-\frac{l(l+1)}{\rho^2}w=0 .
\end{equation}
Insert $w=\sum_jc_j\rho^{l+1+j}$ and collect the power $\rho^{l+j}$. The factor of $c_{j+1}$ is $(l+j+2)(l+j+1)-l(l+1)=(j+1)(j+2l+2)$, so
\begin{equation}
c_{j+1}=\frac{2[\kappa(j+l+1)-1]}{(j+1)(j+2l+2)}\,c_j .
\label{recursion}
\end{equation}
If the series does not end, $(j+1)c_{j+1}/c_j\to2\kappa$. The coefficients eventually have one sign, and $w$ grows faster than $e^{2\kappa'\rho}$ for any $\kappa'<\kappa$. Choosing $\kappa'>\kappa/2$ shows that $u$ diverges. A bound state thus requires the series to end at some $j=n_r=0,1,2,\dots$:
\begin{equation}
\kappa=\frac1{n_r+l+1},\qquad \varepsilon=-\frac1{(n_r+l+1)^2}.
\label{levels}
\end{equation}
At $l=0$, with $n=n_r+1$, the lines lie at $\varepsilon_n=-1/n^2$.

Their strength follows from two identities. First take $l=0$ and a normalized $u$. With $U=-2/\rho$, (\ref{radial}) gives $u''=(U-\varepsilon)u$, hence
\begin{equation}
(u'^2)'=2u'u''=(U-\varepsilon)(u^2)' .
\end{equation}
Integrate from $0$ to $\infty$, the right side by parts. The boundary terms vanish because $Uu^2\propto\rho$ at the origin and $u$ decays at infinity. Therefore
\begin{equation}
-u'(0)^2=-\int_0^\infty U'u^2\,d\rho,\qquad
u'(0)^2=2\int_0^\infty\frac{u^2}{\rho^2}\,d\rho .
\label{contactid}
\end{equation}

Second, differentiate (\ref{Hl}) with respect to $l$ at fixed $n_r$, multiply by $u$ and integrate:
\begin{equation}
\int u(H-\varepsilon)\frac{\partial u}{\partial l}\,d\rho
+\int u\Big[\frac{2l+1}{\rho^2}-\frac{d\varepsilon}{dl}\Big]u\,d\rho=0 .
\end{equation}
Two integrations by parts move $H$ onto the left factor $u$, where $(H-\varepsilon)u=0$. The boundary terms vanish: near the origin $u\sim\rho^{l+1}$ and $\partial_lu\sim\rho^{l+1}\ln\rho$, and their products with one derivative tend to zero even at $l=0$. Using (\ref{levels}) at $l=0$,
\begin{equation}
\int_0^\infty\frac{u^2}{\rho^2}\,d\rho=\frac{d\varepsilon}{dl}\Big|_{l=0}
=\frac2{n^3}.
\end{equation}
Together with (\ref{contactid}),
\begin{equation}
u_n'(0)^2=\frac4{n^3}=2\,\frac{d\varepsilon_n}{dn},\qquad
|\phi_n(0)|^2=\frac1{\pi a^3n^3}.
\label{bound}
\end{equation}
Here $d\varepsilon_n/dn$ is the derivative of $-1/n^2$ with $n$ treated as continuous. It can replace $d\varepsilon/dl$ because (\ref{levels}) depends on $n_r+l$ alone. The strength of a line is thus twice this local measure of the level spacing.

\section{Continuum and Sommerfeld factor}

For $\varepsilon>0$ take the solution with $u(0)=0$ and $u'(0)=1$. The algebra leading to (\ref{recursion}) also holds for complex $\kappa$. Set $l=0$, $\kappa=-ik$ and $1/\kappa=ix$. Then
\begin{equation}
c_{j+1}=\frac{2\kappa(j+1-ix)}{(j+1)(j+2)}\,c_j,\qquad c_0=1,
\end{equation}
and, with $z=2\kappa\rho=-2ik\rho$,
\begin{equation}
u=\rho\,e^{ik\rho}\sum_{j=0}^\infty
\frac{\Gamma(j+1-ix)}{\Gamma(1-ix)}\frac{z^j}{(j+1)!\,j!} .
\label{series}
\end{equation}
The Beta integral
\begin{equation}
\int_0^1t^{j-ix}(1-t)^{ix}dt=\frac{\Gamma(j+1-ix)\Gamma(1+ix)}{(j+1)!}
\end{equation}
sums the series. With $G=\Gamma(1-ix)\Gamma(1+ix)=|\Gamma(1+ix)|^2$,
\begin{equation}
u=\frac\rho G\int_0^1e^{ik\rho(1-2t)}\,t^{-ix}(1-t)^{ix}\,dt .
\label{integral}
\end{equation}

For large $\rho$ deform the path into the lower half plane, where the integrand decays: down from $t=0$ to $-i\infty$, and back up from $1-i\infty$ to $t=1$. On the first leg $t=-i\tau$, which gives
\begin{equation}
J=-i\,e^{ik\rho}\int_0^\infty e^{-2k\rho\tau}(-i\tau)^{-ix}(1+i\tau)^{ix}d\tau .
\end{equation}
On the second leg $t=1-i\tau$, which gives the complex conjugate $J^*$. Large $\rho$ restricts $\tau$ to values of order $1/k\rho$, so $(1+i\tau)^{ix}\to1$. Also $(-i)^{-ix}=e^{(-i\pi/2)(-ix)}=e^{-\pi x/2}$. Hence
\begin{equation}
J\to-i\,e^{ik\rho}\,e^{-\pi x/2}\,\Gamma(1-ix)\,(2k\rho)^{-1+ix}.
\end{equation}
Since $u=(\rho/G)\,2\,\mathrm{Re}\,J$ and $G=|\Gamma(1-ix)|^2$,
\begin{equation}
u\to A\sin\big(k\rho+x\ln2k\rho+\delta\big),\qquad
A=\frac{e^{-\pi x/2}}{k\,|\Gamma(1+ix)|},
\label{amplitude}
\end{equation}
with $\delta=\arg\Gamma(1-ix)$. Without attraction the solution of unit slope is $\sin(k\rho)/k$, with amplitude $1/k$. At equal amplitude far away, the attraction multiplies the density at the origin by
\begin{equation}
S=\frac{(1/k)^2}{A^2}=e^{\pi x}|\Gamma(1+ix)|^2
=\frac{\pi x\,e^{\pi x}}{\sinh\pi x}=\frac{2\pi x}{1-e^{-2\pi x}} .
\label{S}
\end{equation}
The third form uses the reflection formula, $\Gamma(1+ix)\Gamma(1-ix)=ix\,\Gamma(ix)\Gamma(1-ix)=ix\pi/\sin(i\pi x)=\pi x/\sinh\pi x$.

To count the states, place a hard wall at a large radius $\rho=L$. Then $kL+x\ln2kL+\delta=m\pi$ with integer $m$. To leading order in $L$ this gives $dm/dk=L/\pi$, so $dm/d\varepsilon=L/2\pi k$. The norm of the unit-slope solution is $A^2L/2$ to the same order, so each normalized state has $u'(0)^2=2/A^2L$. The length $L$ cancels in the product:
\begin{equation}
D=\frac2{A^2L}\,\frac L{2\pi k}=\frac1{\pi kA^2}=\frac{k}{\pi}S
=\frac2{1-e^{-2\pi/\sqrt\varepsilon}} .
\label{Dcont}
\end{equation}
With (\ref{bound}) this completes (\ref{D}).

Far above the gap $x\to0$ and $S=1+\pi x+O(x^2)$. The enhancement fades slowly, as $\sqrt{R/(\hbar\omega-E_g)}$. At fixed energy above the gap, $R\to0$ gives $S\to1$ and restores the square-root edge of free pairs.

\section{The join at the gap}

As $\varepsilon\to0^+$, (\ref{Dcont}) tends to $2$. The vanishing density of free pairs, $\sqrt\varepsilon/\pi$, is compensated by the diverging factor $S\to2\pi/\sqrt\varepsilon$. The correction is about $2e^{-2\pi/\sqrt\varepsilon}$, smaller than any power of $\varepsilon$, so the continuum starts as a nearly flat plateau.

Below the gap, assign to line $n$ the cell between $-1/(n-\frac12)^2$ and $-1/(n+\frac12)^2$. The cells fill the interval from $-4$ to $0$ without gaps. The cell width is
\begin{equation}
\frac1{(n-\frac12)^2}-\frac1{(n+\frac12)^2}
=\frac{2n}{(n^2-\frac14)^2}
=\frac2{n^3}\Big(1-\frac1{4n^2}\Big)^{-2}.
\end{equation}
Dividing the strength $4/n^3$ by this width gives the mean of $D$ in the cell,
\begin{equation}
\overline D_n=2\Big(1-\frac1{4n^2}\Big)^2 ,
\end{equation}
which tends to $2$. The approach from below belongs to this choice of cells: cells running from line $n$ to line $n+1$, each given half the strength of both lines, approach the same limit from above. This is the sense in which bound and continuum absorption join. The unsmoothed spectrum below the gap still consists of separate lines.

A measured spectrum is smoothed. Let each transition have a Lorentzian half width $\gamma R$. Near $\varepsilon<0$ the level spacing is about $2/n^3=2|\varepsilon|^{3/2}$, so the lines merge where $\gamma\gg2|\varepsilon|^{3/2}$. At the distance $|\varepsilon|=\gamma$ from the gap this condition reads $2\sqrt\gamma\ll1$, that is $\gamma\ll1/4$. The Lorentzian centred at the gap then sees height $2$ on both sides, and each side supplies about half of the total.

Restoring the prefactor with $D=2$ and $\omega_g=E_g/\hbar$ gives the absorption at the gap,
\begin{equation}
\alpha_g=\frac{e^2|p|^2}{n_bc\epsilon_0m_0^2\omega_g\,a^3R},\qquad
\alpha(\omega)=\alpha_g\,\frac{E_g}{\hbar\omega}\,\frac{D(\varepsilon)}2 .
\label{gap}
\end{equation}

The argument relies on the long-range $1/r$ tail, which produces the infinite series of lines. If free carriers cut off this tail, the series becomes finite, the cell average has no limit $n\to\infty$, and the unsmoothed continuum need not start at $2$. A broadened spectrum can still show the plateau when the screening length is many times $a$, because screening then removes lines that lie so close to the gap that the broadening has already merged them. If $p$ vanishes at the gap and grows with wave vector, the contact density is no longer the relevant quantity and (\ref{contact}) fails.

\section{Worked example}

Take round model parameters: $E_g=2\,$eV, $m_e=0.10\,m_0$, $m_h=0.40\,m_0$, $\epsilon_r=10$, $n_b=3$ and $2|p|^2/m_0=20\,$eV. The reduced mass is $0.10\times0.40/0.50=0.08\,m_0$, and (\ref{units}) gives $R=10.885\,$meV and $a=6.615\,$nm.

The first line lies at $2-0.010885=1.9891\,$eV, the second at $2-0.010885/4=1.9973\,$eV. With $|p|^2=m_0\times10\,$eV, (\ref{gap}) becomes
\begin{equation}
\alpha_g=\frac{\hbar e^2}{n_bc\epsilon_0m_0a^3R}\,
\frac{10\,\mathrm{eV}}{2\,\mathrm{eV}}
=3.70\times10^4\ \mathrm{cm}^{-1}=3.70\ \mu\mathrm m^{-1}.
\end{equation}
The area of line $n$ in photon energy is $\alpha_g(E_g/\hbar\omega_n)(2/n^3)R$, where $\hbar\omega_n$ is the line position. For $n=1$ this is $36969\times(2/1.98912)\times2\times0.010885=809\,$eV/cm. The first line carries $83\,\%$ of the total $\sum_n4/n^3$.

At one $R$ above the gap $S=6.295$, so $D=S/\pi=2.004$ and
\begin{equation}
\alpha=36969\times\frac{2}{2.010885}\times\frac{2.004}{2}
\approx3.68\times10^4\ \mathrm{cm}^{-1}.
\end{equation}
Free pairs would give $0.59\times10^4\,\mathrm{cm}^{-1}$. The value with attraction is slightly below $\alpha_g$ because the factor $1/\omega$ falls faster than $D$ rises. At $10R$ above the gap the two values are $4.06$ and $1.76\times10^4\,\mathrm{cm}^{-1}$. Even at $100R$ the factor is $S=1.35$, but that energy is more than $1\,$eV above the gap, where parabolic bands with constant $p$ should not be trusted.

Now let $\gamma=0.05$, a half width of $0.544\,$meV. The smoothed $D$ near the gap is
\begin{center}
\begin{tabular}{rccc}
$\varepsilon$ & bound & continuum & sum\\
$-0.05$ & 1.494 & 0.503 & 1.997\\
$0$ & 0.995 & 1.003 & 1.997\\
$0.05$ & 0.495 & 1.503 & 1.997
\end{tabular}
\end{center}
One part falls as the other rises, and their sum shows no step. The numerical check also obtains the smoothed spectrum directly from the radial equation with a complex energy, without separating bound and continuum states. At all seven energies tested it agrees with the smoothed (\ref{D}) within a relative tolerance of $0.3\,\%$.

\section*{Calculated quantities}
\begin{verbatim}
Gap: 2.00 eV
Electron, hole masses: 0.10, 0.40 m0
Reduced mass: 0.080 m0
Dielectric constant, refractive index: 10.0, 3.0
Momentum energy 2p^2/m0: 20.0 eV
Exciton Rydberg R: 10.885 meV
Exciton radius a: 6.615 nm
n=1: photon energy 1.98912 eV, area 809.18 eV/cm
  grid level -0.99998 R, strength 3.99980, 4/n^3 4.00000
n=2: photon energy 1.99728 eV, area 100.73 eV/cm
  grid level -0.25000 R, strength 0.50001, 4/n^3 0.50000
n=3: photon energy 1.99879 eV, area 29.82 eV/cm
  grid level -0.11111 R, strength 0.14815, 4/n^3 0.14815
n=4: photon energy 1.99932 eV, area 12.58 eV/cm
  grid level -0.06250 R, strength 0.06250, 4/n^3 0.06250
Share of n=1 in total bound strength: 83.19 %
Mean bound D for levels n>1: 1.81851
Mean bound D for levels n>3: 1.96097
Mean bound D for levels n>10: 1.99549
Mean bound D for levels n>30: 1.99946
Continuum D at gap, integrated: 1.999999
S at 0.1 R: formula 19.869177, integrated 19.869177
S at 1.0 R: formula 6.294941, integrated 6.294941
S at 10.0 R: formula 2.302651, integrated 2.302651
S at 100.0 R: formula 1.346843, integrated 1.346844
Gap absorption: 36968.6 1/cm
Gap absorption: 3.6969 1/micrometre
At gap+1R: attraction 36837.3 1/cm, free 5851.9 1/cm
At gap+10R: attraction 40631.8 1/cm, free 17645.7 1/cm
Lorentzian half width: 0.05 R = 0.544 meV
Broadened D: energy/R, resolvent, bound, continuum, sum
   -1.00   25.5174   25.4846    0.0341   25.5187
   -0.25    3.5878    3.4597    0.1282    3.5879
   -0.05    1.9969    1.4943    0.5026    1.9969
    0.00    1.9973    0.9947    1.0027    1.9973
    0.05    1.9973    0.4946    1.5027    1.9973
    1.00    2.0005    0.0253    1.9752    2.0004
    4.00    2.0884    0.0033    2.0847    2.0880
\end{verbatim}
